# Transfer length of a metal contact on a thin semiconducting film

## The problem

A thin semiconducting film is partly covered by a metal contact. Current flows along the film, passes under the front edge of the metal, and from there crosses the interface into the metal. The specific contact resistance of the interface is $r=10^{-4}$ ohm cm$^2$, and the sheet resistance of the film is $R=10000$ ohms per square. The contact is $10^6$ angstrom wide, measured across the current.

(a) The transfer length $L$ is the distance from the front edge at which the current still flowing in the film has fallen to $1/e$ of its initial value, under a contact so long that its far end does not matter. Calculate $L$.

(b) Calculate the resistance of contacts that extend 5000, 10000, 20000 and 50000 angstrom along the current.

(c) How thin must the film be for the answer to (a) to hold?

Take the metal as an equipotential, the interface as ohmic and uniform, and the sheet resistance under the metal as uniform. The flow is steady and does not vary across the width.

## A tempting solution

Let the current $I_0$ cross the interface evenly over some length $\ell$, and let $W$ be the width. The area used is $W\ell$, so the interface has the resistance $r/(W\ell)$, and the voltage across it is

$$
V_{\text{interface}}=\frac{r I_0}{W\ell}.
$$

Meanwhile the current in the film falls evenly from $I_0$ to zero, with mean value $I_0/2$. A strip of film of length $\ell$ and width $W$ has resistance $R\ell/W$, so the voltage drop along the film is

$$
V_{\text{film}}=\frac{R\ell}{W}\,\frac{I_0}{2}.
$$

The current should use the interface up to the point where the film costs as much voltage as the interface does. Setting the two voltages equal gives

$$
\frac{R\ell}{2W}=\frac{r}{W\ell}
\quad\Longrightarrow\quad
\ell^2=\frac{2r}{R}.
$$

With $r=10^{12}$ ohm angstrom$^2$ this is $\ell^2=2\times10^{8}$ angstrom$^2$, or $\ell\approx14100$ angstrom. For part (b), the resistance is $r$ divided by the contact area, which gives 200, 100, 50 and 20 ohm for the four contacts.

## Where it goes wrong

The units are right, and so is the order of magnitude of the length. The fault lies in the first sentence, which assumes that the current crosses evenly.

At an ohmic interface the current density at each point equals the local voltage between film and metal, divided by $r$. An even current density therefore needs the same voltage everywhere along the contact, namely $rI_0/(W\ell)$. But the film potential falls along the contact, because the film carries current through a resistance. The condition imposed above makes this fall equal to the whole interface voltage. The film would then reach the potential of the metal at $x=\ell$, and no current would cross there. The premise says that as much crosses there as at the front edge. The two statements contradict each other.

There is a second slip. The tempting solution looks for a place where the transfer is finished, whereas the problem defines $L$ by a fall to $1/e$. Even a correct description of the current would have to be read at the right point.

The answers to (b) inherit the first fault. Dividing $r$ by the area assumes that every part of the contact is equally useful. This can hold for a short contact, but not for one so long that the film potential falls appreciably beneath it.

The cure is to leave the current distribution unknown and to let Ohm's law and charge conservation determine it.

## The two local laws

Let $x$ be the distance from the front edge, increasing under the metal. Let $I(x)$ be the current in the film, counted positive towards increasing $x$, and let $V(x)$ be the film potential relative to the metal. Current then leaves the film where $V$ is positive. If the current flows the other way, both $I$ and $V$ change sign and the equations below are unchanged.

**Ohm's law in the film.** A rectangle of film with length $\Delta x$ and width $W$ has resistance $R\,\Delta x/W$. For a square, $\Delta x=W$, and the resistance is $R$ whatever the size of the square. This is the meaning of "ohms per square": the unit of $R$ is the ohm, and no area is hidden in it. The potential falls in the direction of the current, so

$$
V(x+\Delta x)-V(x)=-\frac{R\,\Delta x}{W}\,I(x).
$$

Dividing by $\Delta x$ and letting it shrink to zero gives

$$
\frac{dV}{dx}=-\frac{R}{W}\,I. \tag{1}
$$

**Charge conservation.** The interface above the same rectangle has area $W\Delta x$ and resistance $r/(W\Delta x)$. The current crossing it is $V W\Delta x/r$. In steady flow no charge accumulates, so this is the current that the film loses:

$$
I(x)-I(x+\Delta x)=\frac{W\,\Delta x}{r}\,V(x).
$$

In the same limit,

$$
\frac{dI}{dx}=-\frac{W}{r}\,V. \tag{2}
$$

Neither law contains Planck's constant, the electron charge or the electron mass. The algebra therefore reads the same in atomic units as in any other consistent system.

## Part (a): the transfer length

Differentiate (2) and insert (1). The two minus signs cancel, and so does the width:

$$
\frac{d^2I}{dx^2}=-\frac{W}{r}\frac{dV}{dx}
=-\frac{W}{r}\left(-\frac{R}{W}I\right)=\frac{R}{r}\,I. \tag{3}
$$

The trial function $e^{\lambda x}$ solves this equation if $\lambda^2=R/r$, so $\lambda=\pm\sqrt{R/r}$. With the abbreviation

$$
L=\sqrt{\frac{r}{R}} \tag{4}
$$

the general solution is $I=Ae^{x/L}+Be^{-x/L}$. Under a very long contact the film current must not grow without limit, so $A=0$. At the front edge $I=I_0$, so $B=I_0$, and

$$
I(x)=I_0\,e^{-x/L}. \tag{5}
$$

At $x=L$ the current is $I_0/e$. The length in (4) is thus the transfer length as defined in the problem.

Now the numbers. One centimetre is $10^8$ angstrom, so one square centimetre is $10^{16}$ angstrom$^2$, and

$$
r=10^{-4}\times10^{16}=10^{12}\ \text{ohm angstrom}^2 .
$$

Division by the sheet resistance removes the ohm and leaves an area:

$$
\frac{r}{R}=\frac{10^{12}}{10^{4}}=10^{8}\ \text{angstrom}^2,
\qquad
L=\sqrt{10^{8}}=10^{4}\ \text{angstrom}.
$$

The transfer length is 10000 angstrom, which is one micrometre.

### What the length means

According to (5), 36.8 percent of the current is still in the film at 10000 angstrom, 13.5 percent at 20000 angstrom and 5.0 percent at 30000 angstrom. The transfer length is a scale of decay, not an end point.

It is also the mean distance that the current travels under the metal before it crosses. The fraction crossing between $x$ and $x+dx$ is $-dI/I_0=e^{-x/L}dx/L$. Integration by parts gives the mean:

$$
\int_0^\infty x\,\frac{e^{-x/L}}{L}\,dx
=\Big[-x\,e^{-x/L}\Big]_0^\infty+\int_0^\infty e^{-x/L}\,dx=0+L .
$$

The form of (4) reflects a competition. A more resistive interface makes the current spread over a larger area, while a more resistive film makes it leave sooner. Because of the square root, both effects are weaker than proportional. Raising $r$ tenfold lengthens $L$ to about 31600 angstrom, a factor of $\sqrt{10}$. Raising $R$ fourfold shortens it to 5000 angstrom, a factor of one half.

### Resistance of a long contact

Equation (2), solved for $V$, gives the potential that belongs to (5):

$$
V(x)=-\frac{r}{W}\frac{dI}{dx}=\frac{rI_0}{WL}\,e^{-x/L}.
$$

Since $L^2=r/R$, we may replace $r/L$ by $RL$. The contact resistance is the front-edge voltage divided by the total current:

$$
\frac{V(0)}{I_0}=\frac{r}{WL}=\frac{RL}{W}. \tag{6}
$$

For the present contact this is $10^4\times10^4/10^6=100$ ohm. A very long contact has the resistance that an evenly used contact of length $L$ would have if its film cost nothing.

The film does cost something, however. The power turned into heat in the film is

$$
P_{\text{film}}=\int_0^\infty\frac{R}{W}I^2\,dx
=\frac{RI_0^2}{W}\int_0^\infty e^{-2x/L}\,dx=\frac{RL}{2W}I_0^2 .
$$

At the interface, the conductance per unit length is $W/r$ and the voltage is $V=(RLI_0/W)e^{-x/L}$. Hence

$$
P_{\text{interface}}=\int_0^\infty\frac{W}{r}V^2\,dx
=\frac{W}{r}\,\frac{R^2L^2I_0^2}{W^2}\,\frac{L}{2}
=\frac{RL}{2W}I_0^2 ,
$$

where the last step uses $RL^2=r$. In this model, film and interface each take half of the heat under a long contact. Together they give $I_0^2RL/W$, in agreement with (6). The contact resistance is thus not a property of the interface alone.

## Part (b): contacts of finite length

Let the contact end at $x=d$, with no current leaving the film there. Equation (3) still holds, but the condition at the far end is now $I(d)=0$. It is convenient to write the general solution with functions centred on that end:

$$
I(x)=a\,\sinh\frac{d-x}{L}+b\,\cosh\frac{d-x}{L}.
$$

Both functions solve (3), because two differentiations return each of them divided by $L^2$, and they are independent. At $x=d$ the first vanishes and the second equals one, so $b=0$. At $x=0$ the current is $I_0$, which fixes $a=I_0/\sinh(d/L)$. Therefore

$$
I(x)=I_0\,\frac{\sinh[(d-x)/L]}{\sinh(d/L)}. \tag{7}
$$

The derivative of $\sinh[(d-x)/L]$ is $-(1/L)\cosh[(d-x)/L]$. Its minus sign cancels the one in $V=-(r/W)\,dI/dx$, and with $r/L=RL$ we obtain

$$
V(x)=\frac{RL}{W}\,I_0\,\frac{\cosh[(d-x)/L]}{\sinh(d/L)} .
$$

The contact resistance $R_{\text c}=V(0)/I_0$ follows as

$$
R_{\text c}=\frac{RL}{W}\coth\frac{d}{L}. \tag{8}
$$

The prefactor is the 100 ohm found above. For $d=10000$ angstrom the argument is 1, and $\coth 1=1.313$ gives 131.3 ohm. The other lengths follow in the same way. The last column repeats the answers of the tempting solution.

| $d$ (angstrom) | $R_{\text c}$ from (8) (ohm) | $r/(Wd)$ (ohm) |
|---|---|---|
| 5000 | 216.4 | 200 |
| 10000 | 131.3 | 100 |
| 20000 | 103.7 | 50 |
| 50000 | 100.0 | 20 |

The tempting solution is tolerable for the shortest contact and too low by a factor of five for the longest. It promises that each doubling of the length halves the resistance. In fact, going from 5000 to 10000 angstrom saves 85.1 ohm, and going from 10000 to 20000 angstrom saves 27.6 ohm. The further extension to 50000 angstrom saves less than 4 ohm.

### The long limit

Set $y=d/L$. Dividing numerator and denominator of $\coth y$ by $e^{y}$ gives

$$
\coth y=\frac{1+e^{-2y}}{1-e^{-2y}}\approx1+2e^{-2y}
\qquad (y\gg1).
$$

The excess over the long-contact value dies out with $e^{-2d/L}$, twice as fast in the exponent as the film current itself. This is why a contact of two transfer lengths is within 4 percent of the limit, although under a very long contact 13.5 percent of the current would still be in the film at that distance.

### The short limit

For small $y$, expand both hyperbolic functions to the first correction:

$$
\coth y\approx\frac{1+y^2/2}{y\,(1+y^2/6)}
\approx\frac1y\left(1+\frac{y^2}{2}-\frac{y^2}{6}\right)
=\frac1y+\frac y3 .
$$

Insert this into (8) and use $RL^2=r$ in the first term:

$$
R_{\text c}\approx\frac{r}{Wd}+\frac{Rd}{3W}
\qquad (d\ll L). \tag{9}
$$

The first term is the evenly used interface of the tempting solution, which is now seen to be the leading behaviour of a short contact. The second is the cost of the film. Its factor one third comes from the heat produced by a linearly falling current:

$$
\int_0^d\frac{R}{W}I_0^2\left(1-\frac xd\right)^2dx=\frac{Rd}{3W}\,I_0^2 .
$$

For $d=5000$ angstrom the two terms of (9) are 200 ohm and 16.7 ohm. Their sum, 216.7 ohm, lies close to the 216.4 ohm of the full formula, even though $d/L=0.5$ is not very small.

We can now say when an even current is a fair assumption. If the current did cross evenly, the voltage drop along the film, relative to the interface voltage, would be

$$
\frac{RdI_0/(2W)}{rI_0/(Wd)}=\frac{Rd^2}{2r}=\frac12\left(\frac dL\right)^2 .
$$

This is one eighth for the contact of 5000 angstrom, so the assumption is only mildly inconsistent there. For 50000 angstrom it is 12.5, and the assumption fails completely.

## Part (c): how thin the film must be

Equation (1) treats the film as a sheet with one potential at each $x$. In a film of thickness $t$, the current must also flow upwards to reach the metal, which requires a potential difference between bottom and top. To see how much this matters, let $z$ run from the insulating bottom, $z=0$, to the interface, $z=t$. Let the film be uniform and isotropic, with resistivity $\rho=Rt$.

In steady flow the potential $\phi(x,z)$ obeys Laplace's equation. A solution that decays along the contact is

$$
\phi=e^{-kx}\cos kz .
$$

Its second derivatives are $k^2\phi$ along $x$ and $-k^2\phi$ along $z$, and they add to zero. At $z=0$ the derivative $\partial\phi/\partial z=-k\,e^{-kx}\sin kz$ vanishes, so no current passes through the bottom. At the top, the upward current density in the film must equal the density crossing the interface:

$$
-\frac1\rho\frac{\partial\phi}{\partial z}\bigg|_{z=t}=\frac{\phi(x,t)}{r}
\quad\Longrightarrow\quad
\frac{k}{\rho}\sin kt=\frac{1}{r}\cos kt .
$$

Multiply by $\rho$, divide by $\cos kt$, and insert $\rho=Rt$:

$$
k\tan kt=\frac{Rt}{r}=\frac{t}{L^2}. \tag{10}
$$

The smallest positive $k$ belongs to the slowest decay, which survives far from the edge. For a thin film $kt$ is then small, and $\tan kt\approx kt+(kt)^3/3$. Dividing (10) by $t$ gives

$$
k^2\left(1+\frac{k^2t^2}{3}\right)\approx\frac1{L^2}.
$$

Without the correction, $k=1/L$, and the earlier result returns. In the small correction term we may use this value of $k$, so that

$$
k^2\approx\frac{1}{L^2}\left(1-\frac{t^2}{3L^2}\right),
\qquad
\frac1k\approx L\left(1+\frac{t^2}{6L^2}\right). \tag{11}
$$

The last step uses $(1-\varepsilon)^{-1/2}\approx1+\varepsilon/2$. The condition is therefore $t\ll L$, and the error in the decay length is of second order in $t/L$. For a film of 300 angstrom the relative lengthening is

$$
\frac{300^2}{6\times10^{8}}=1.5\times10^{-4},
$$

and for 2000 angstrom it is 0.67 percent. In both cases $R$ is held at its given value, so the thicker film is made of more resistive material. Equation (11) concerns the slowest decay. Within a distance of order $t$ from the front edge, where the current bends upwards, faster-decaying solutions also contribute. They change the result only at higher order in $t/L$, so to leading order the distance to $1/e$ and the resistance (6) both grow by the same fraction $t^2/(6L^2)$. The condition $t\ll L$ is an upper limit only. A real film must also be thick enough to remain a uniform conductor under the metal, as discussed next.

## When the other assumptions fail

**The film is altered beneath the metal.** Equation (1) is applied under the contact, so $R$ in (4) is the sheet resistance there. If making the contact changes the sheet resistance of the film, the value measured on uncovered film gives the wrong transfer length. Were the covered film four times as resistive, $L$ would be 5000 angstrom instead of 10000. In a semiconductor one such change is the depletion layer under the metal. A silicon film of 300 angstrom with the given $R$ has a resistivity of 0.03 ohm cm. At the corresponding doping, the depletion layer of an ordinary barrier is some 200 to 350 angstrom deep, comparable to the whole film. The model of a uniform film holds only when the depleted depth is small compared with $t$.

**The metal is not an equipotential.** Let the metal have sheet resistance $R_{\text m}$, and let the current be drawn from its far end. The metal then carries $I_0-I$ in the same direction as the film. The interface voltage is the difference of the two potentials, and its derivative is $-[RI-R_{\text m}(I_0-I)]/W$. In place of (3) we obtain

$$
\frac{d^2I}{dx^2}=\frac{(R+R_{\text m})\,I-R_{\text m}I_0}{r}.
$$

The solutions are a constant plus exponentials with decay length $\sqrt{r/(R+R_{\text m})}$. The constant is $R_{\text m}I_0/(R+R_{\text m})$, the share of the current that stays in the film under a long contact. Because of it the distance to $1/e$ grows slightly, although the decay length shrinks. The transfer length (4) thus needs $R_{\text m}\ll R$. The resistance (8) needs more. Film and metal in parallel add about $RR_{\text m}d/[(R+R_{\text m})W]$ along a long contact, and this is negligible only if $R_{\text m}d\ll RL$.

**The interface is not ohmic.** If $r$ depends on the voltage across the interface, it varies along the contact, because $V$ falls with $x$. Equation (2) is then nonlinear, the decay is no longer a single exponential, and the distance to $1/e$ depends on the current. A single transfer length can still be used at voltages so small that $r$ is practically constant. For a diode-like interface this means a front-edge voltage well below $k_BT/e$, about 26 mV at room temperature. For the 100 ohm contact that is a current well below 0.26 mA.
